# Drude mobility from an effective mass and a momentum lifetime

## The question

An electron in the conduction band of a semiconductor is described by a simple model. The band is isotropic and parabolic, so that the electron responds to a force in any direction as a particle of effective mass $m=0.26\,m_e$, where $m_e$ is the free-electron mass. Collisions make the mean momentum decay with a single lifetime $\tau=0.1$ ps, the same at all electron energies. Both numbers are parameters of the model.

A uniform, steady electric field $E$ points along the $x$ axis, and there is no magnetic field. The symbol $e$ denotes the positive elementary charge, so the electron carries $-e$. Velocities are components along $x$ unless stated otherwise. The mobility $\mu$ is defined as a positive quantity by

$$v_d=-\mu E ,$$

where $v_d$ is the steady mean velocity of the electrons, called the drift velocity.

Data: $e=1.6022\times10^{-19}$ C and $m_e=9.1094\times10^{-31}$ kg.

## Part (a): from momentum balance to mobility

**Question.** Write down the equation of motion for the mean velocity $v(t)$. Solve it for electrons whose mean velocity is zero when the field is switched on at $t=0$. Find the mobility, and discuss the motion at times much shorter than $\tau$.

**Model answer.** Two processes change the mean momentum $mv$. The field exerts the force $-eE$ on each electron and so adds momentum at the rate $-eE$. Collisions remove a fraction $dt/\tau$ of the mean momentum in each short time $dt$; this is what a momentum lifetime $\tau$ means. Together,

$$m\frac{dv}{dt}=-eE-\frac{mv}{\tau}.$$

In the steady state the left side vanishes, and the velocity is

$$v_d=-\frac{e\tau}{m}E .$$

To find how this state is reached, divide the equation of motion by $m$ and replace $-eE/m$ by $v_d/\tau$:

$$\frac{dv}{dt}=\frac{v_d}{\tau}-\frac{v}{\tau}=-\frac{v-v_d}{\tau}.$$

Since $v_d$ is constant, the difference $u=v-v_d$ obeys $du/dt=-u/\tau$, so $u(t)=u(0)\,e^{-t/\tau}$. The initial condition $v(0)=0$ gives $u(0)=-v_d$, and therefore

$$v(t)=v_d\left(1-e^{-t/\tau}\right).$$

Comparing the steady velocity with the definition $v_d=-\mu E$ gives

$$\boxed{\mu=\frac{e\tau}{m}}$$

The minus sign in the definition cancels the sign of the electron's charge: electrons drift against the field, and $\mu$ is positive. A long lifetime raises the mobility because the field can act for longer before the momentum is lost. A small mass raises it because the same force then produces a larger acceleration.

For $t\ll\tau$ the expansion $e^{-t/\tau}\approx1-t/\tau$ gives

$$v(t)\approx v_d\,\frac{t}{\tau}=-\frac{eE}{m}\,t .$$

The lifetime has dropped out. The mean velocity grows as if there were no collisions, because they have so far removed little of the momentum supplied by the field, and a mobility does not describe the motion at such times. After one lifetime the mean velocity has reached the fraction $1-e^{-1}=0.632$ of its final value.

## Part (b): the number and its precision

**Question.** Calculate the mobility in cm²/(V s). The mass ratio is given to two figures. How many figures of the answer are meaningful, and how does an error in $\tau$ affect it?

**Model answer.** The effective mass is

$$m=0.26\times9.1094\times10^{-31}\ \text{kg}=2.3684\times10^{-31}\ \text{kg}.$$

With $\tau=1.0\times10^{-13}$ s,

$$\mu=\frac{(1.6022\times10^{-19}\ \text{C})(1.0\times10^{-13}\ \text{s})}{2.3684\times10^{-31}\ \text{kg}}=0.06765\ \frac{\text{C s}}{\text{kg}} .$$

The unit follows from 1 V = 1 J/C = 1 kg m² s⁻² C⁻¹. Hence 1 C/kg = 1 m² s⁻² V⁻¹, and multiplication by one second gives m²/(V s). Because 1 m² is $10^4$ cm²,

$$\mu=676.5\ \text{cm}^2/(\text{V s})\approx680\ \text{cm}^2/(\text{V s}).$$

The division by the mass ratio can be checked separately. A particle with the free-electron mass and the same lifetime would have a mobility of 175.9 cm²/(V s). Dividing by the mass ratio, $175.9/0.26$, gives 676.5 cm²/(V s) again.

A mass ratio quoted as 0.26 may lie anywhere between 0.255 and 0.265. The corresponding mobilities are 690 and 664 cm²/(V s), about 2% above and below the central value. Two figures are therefore the most that the mass allows.

The lifetime may limit the precision further. Since $\mu$ is proportional to $\tau$, a relative error in $\tau$ appears unchanged in $\mu$: a lifetime 10% too long makes the mobility 10% too large, or about 68 cm²/(V s). If 0.1 ps is a rough estimate, then 680 cm²/(V s) is a rough estimate too.

## Part (c): is a factor of one half missing?

**Question.** A student argues as follows. "Between collisions the electron has the acceleration $a=-eE/m$. It starts from zero mean velocity and reaches $a\tau$ just before the next collision. Its average velocity is therefore $a\tau/2$, and the mobility should be $e\tau/2m$." Assume that every collision sends the electron off in a random direction, and that the probability of a collision in a short time $dt$ is $dt/\tau$, whatever has happened before. Find the drift velocity from the free flights, and identify the assumption that leads the student to a different result.

**Model answer.** First find how the flight times are distributed. Let $P(t)$ be the probability that a flight lasts longer than $t$. In the next interval $dt$ a fraction $dt/\tau$ of the surviving flights ends, so $dP/dt=-P/\tau$. With $P(0)=1$ this gives $P=e^{-t/\tau}$. The probability density of the flight time is

$$p(t)=-\frac{dP}{dt}=\frac{1}{\tau}e^{-t/\tau}.$$

Its mean follows by integration by parts:

$$\langle t\rangle=\int_0^\infty \frac{t}{\tau}e^{-t/\tau}dt=\left[-t\,e^{-t/\tau}\right]_0^\infty+\int_0^\infty e^{-t/\tau}dt=\tau .$$

The mean square is found in the same way:

$$\langle t^2\rangle=\left[-t^2e^{-t/\tau}\right]_0^\infty+2\int_0^\infty t\,e^{-t/\tau}dt=2\tau\langle t\rangle=2\tau^2 .$$

During a flight of duration $t$ that starts with velocity $v_0$, the displacement is $v_0t+at^2/2$. The direction after a collision is random and the flight time does not depend on $v_0$, so the first term averages to zero. Over many flights, the drift velocity is the total displacement divided by the total time, which is the ratio of the two means:

$$v_d=\frac{\tfrac12a\langle t^2\rangle}{\langle t\rangle}=\frac{\tfrac12a\,(2\tau^2)}{\tau}=a\tau=-\frac{e\tau}{m}E .$$

This agrees with part (a), and no factor of one half appears.

For random flights, $a\tau/2$ is the mean of the flight averages $at/2$ when every flight is counted once, whatever its length. The drift velocity instead weights each flight by its duration. The two averages coincide only if all flights last the same time $\tau$, which the student has in effect assumed. In that case $\langle t^2\rangle=\tau^2$, the drift velocity is $a\tau/2$, and the mobility would be 338 cm²/(V s). The difference lies in the spread of the flight times. If $\sigma^2=\langle t^2\rangle-\langle t\rangle^2$ is their variance, then

$$v_d=\frac{a\langle t\rangle}{2}\left(1+\frac{\sigma^2}{\langle t\rangle^2}\right).$$

Equal flights have $\sigma=0$. For random collisions $\sigma^2=2\tau^2-\tau^2=\tau^2$, so the bracket equals 2. Long flights count for more than their number suggests, because the displacement due to the field grows as the square of the flight time.

## Part (d): the collision time and the momentum lifetime

**Question.** Suppose now that collisions occur at the rate $\Gamma$ and are elastic, but do not erase the direction of motion. An electron is deflected by an angle $\theta$, with all azimuths around its old direction equally likely. Let $g$ be the mean of $\cos\theta$, and let $\Gamma$ and $g$ be independent of the electron's speed.

1. Express $\tau$ in terms of $\Gamma$ and $g$.
2. The probability density of $c=\cos\theta$ is $(1+c)/2$ for $-1\le c\le1$. Find the mean time between collisions that corresponds to $\tau=0.1$ ps.
3. What mobility would result if this time were used in place of $\tau$?

**Model answer.**

1. Consider an electron with velocity vector $\mathbf v$ just before a collision. Afterwards its speed is unchanged, and its component along the old direction is $|\mathbf v|\cos\theta$. The perpendicular components average to zero because all azimuths are equally likely. The average velocity after the collision is thus $g\mathbf v$, and the average change is $-(1-g)\mathbf v$.

   In a time $dt$ a fraction $\Gamma\,dt$ of the electrons collides. Since $\Gamma$ and $g$ do not depend on speed, the colliding electrons are a fair sample of all electrons, and the mean velocity along the field obeys

   $$\frac{dv}{dt}=-\frac{eE}{m}-\Gamma(1-g)\,v .$$

   Comparison with the equation of part (a) gives

   $$\frac1\tau=\Gamma(1-g).$$

   If the new direction is completely random, then $g=0$ and $\tau=1/\Gamma$, which is the case treated in part (c). If the deflections are all very small, $g$ approaches 1 and $\tau$ becomes much longer than the time between collisions. If backward deflections outweigh forward ones in the mean of $\cos\theta$, so that $g$ is negative, $\tau$ is shorter than that time.

2. The mean cosine is

   $$g=\int_{-1}^{1}c\,\frac{1+c}{2}\,dc=\left[\frac{c^2}{4}+\frac{c^3}{6}\right]_{-1}^{1}=\frac{1}{3}.$$

   The $c^2$ term takes the same value at both limits and cancels; the $c^3$ term gives $\frac16+\frac16$. The mean time between collisions is then

   $$\frac1\Gamma=(1-g)\,\tau=\frac23\times0.1\ \text{ps}=0.0667\ \text{ps}.$$

3. The mobility would come out too small by the factor $1-g=2/3$:

   $$\frac{e}{m\Gamma}=\frac23\times676.5\ \text{cm}^2/(\text{V s})=451\ \text{cm}^2/(\text{V s}).$$

The distinction matters when a lifetime is taken from a calculation of scattering rates. The total rate $\Gamma$ counts every collision equally. For the mobility in this model, each collision has to be weighted by $1-\cos\theta$, the fraction of the forward momentum that it removes.

The result can be tested without assuming any drag term. In a simulation, 300 000 electrons start from rest and are followed through individual collisions with the rate and angular law given above. Eight lifetimes after the field is switched on, the ratio $-v/E$ is 677.7 cm²/(V s), with a standard error of 2.6 cm²/(V s). This agrees with 676.5 cm²/(V s) and rules out 451 cm²/(V s). The remaining transient, a fraction $e^{-8}\approx0.0003$, is smaller than the noise.

After one lifetime the simulated ratio is 427.4 cm²/(V s), with a standard error of 0.5 cm²/(V s). Part (a) predicts $(1-e^{-1})\times676.5=427.6$ cm²/(V s). The approach to the steady state is therefore governed by the same $\tau$.

The simulated collisions are elastic, so they remove none of the energy supplied by the field, and the electrons go on heating up. Their mean velocity still settles, because $\Gamma$ and $g$ do not depend on speed. Part (e) considers what heating means when this is no longer so.

## Part (e): the size of the drift and the limits of the result

**Question.** The field is 1 kV/cm and the temperature is 300 K. The electrons are dilute enough to follow classical statistics, and their thermal rms speed is $v_{\rm rms}=229$ km/s.

1. State how $v_{\rm rms}$ follows from the temperature, and compare the drift speed with it.
2. Find the distance that an electron with this speed covers in one momentum lifetime, and say what it implies for a very short device.
3. Let the energy that electrons gain from the field pass to the lattice with an energy lifetime $\tau_\varepsilon$. Estimate the heating of the electrons. Does heating change the mobility?

**Model answer.**

1. In a parabolic band with classical statistics, each of the three directions of motion carries the mean kinetic energy $k_BT/2$. Hence $\frac12mv_{\rm rms}^2=\frac32k_BT$, and $v_{\rm rms}=\sqrt{3k_BT/m}$. The drift speed is

   $$|v_d|=\mu E=(0.06765\ \text{m}^2/(\text{V s}))(1.0\times10^{5}\ \text{V/m})\approx6.8\ \text{km/s}.$$

   The ratio $|v_d|/v_{\rm rms}$ is 0.030. The current is carried by a slight bias in a motion that is almost entirely random.

2. The distance is

   $$v_{\rm rms}\tau=(2.29\times10^{5}\ \text{m/s})(1.0\times10^{-13}\ \text{s})\approx23\ \text{nm}.$$

   This is the scale on which a typical electron forgets its direction. If the device is much shorter than this, most electrons cross it before their momentum has relaxed. The steady state of part (a) is then not reached, and $v_d=-\mu E$ with the mobility found here does not describe the transport. The relation also presupposes the uniform field of the question. In a field that varies in space, diffusion can change the local mean velocity as well, even if the field varies little over 23 nm.

3. Averaged over all electrons, the power that the field delivers per electron is force times mean velocity:

   $$(-eE)(v_d)=(-eE)(-\mu E)=e\mu E^2 .$$

   From part (a), $eE=m|v_d|/\tau$, and $\mu E=|v_d|$. The power is therefore $mv_d^2/\tau$. In a steady state the lattice removes energy at the same rate. If the excess energy $\Delta$ decays with the lifetime $\tau_\varepsilon$, then $\Delta/\tau_\varepsilon=mv_d^2/\tau$, so

   $$\Delta=mv_d^2\,\frac{\tau_\varepsilon}{\tau}.$$

   Relative to the thermal energy $\frac12mv_{\rm rms}^2$ this is

   $$\frac{\Delta}{\frac12mv_{\rm rms}^2}=2\left(\frac{v_d}{v_{\rm rms}}\right)^2\frac{\tau_\varepsilon}{\tau}\approx0.0017\,\frac{\tau_\varepsilon}{\tau}.$$

   If energy is lost about as fast as momentum, the heating is negligible. If $\tau_\varepsilon$ were a hundred times $\tau$, the excess would be about 17% of the thermal energy. A small ratio of drift speed to thermal speed is thus not sufficient by itself to rule out heating.

   Within the model as stated, heating leaves the mobility unchanged: neither $m$ nor $\tau$ depends on energy, and $v_d$ is proportional to $E$ at any field. In a solid where $\tau$ varies with energy, but the band is parabolic and the collisions are nearly elastic, $\mu=e\tau/m$ with a fixed $\tau$ can serve as a low-field mobility. This $\tau$ must be the average over electrons at the lattice temperature in which each electron is weighted by its kinetic energy, not the plain mean. It becomes inaccurate once $\Delta$ is no longer small compared with the thermal energy, by an amount that depends on how strongly $\tau$ varies with energy. If $\tau\propto\varepsilon^{-1/2}$ and the electrons keep a Maxwell distribution at a raised temperature, an excess of 17% lowers the mobility by about 8%.

The main values are collected in the numerical output below.

## Computed values

```
elementary charge: 1.6022e-19 C
electron mass: 9.1094e-31 kg
mass ratio: 0.26
effective mass: 2.3684e-31 kg
momentum lifetime: 0.1 ps
mobility for free-electron mass: 175.9 cm^2/(V s)
Drude mobility, SI: 0.06765 m^2/(V s)
Drude mobility: 676.5 cm^2/(V s)
mobility from equation of motion: 676.5 cm^2/(V s)
fraction of final drift after one lifetime: 0.632
mobility from random flights: 676.5 cm^2/(V s)
mobility if all flights were equal: 338.2 cm^2/(V s)
mean cosine of forward-favouring collisions: 0.3333
mean time between these collisions: 0.0667 ps
wrong mobility from that collision time: 451.0 cm^2/(V s)
simulated electrons: 300000
simulated mobility after 1 lifetime: 427.4 cm^2/(V s)
its standard error: 0.5 cm^2/(V s)
simulated mobility after 8 lifetimes: 677.7 cm^2/(V s)
its standard error: 2.6 cm^2/(V s)
electric field: 1.0 kV/cm
drift speed: 6.76 km/s
temperature: 300 K
thermal rms speed: 229.1 km/s
drift speed / thermal rms speed: 0.030
rms speed times momentum lifetime: 22.9 nm
mobility for mass ratio 0.255: 689.7 cm^2/(V s)
mobility for mass ratio 0.265: 663.7 cm^2/(V s)
```
